**Eshelby's factor: free-body and infinite-medium defect volumes**

An isotropic force dipole P in an isotropic elastic solid changes the volume of a body with a free surface by P/K, while its flux through any enclosing surface in an infinite medium is P/(λ+2μ); the ratio is 3(1−ν)/(1+ν). Here K is the bulk modulus, λ the Lamé constant, μ the shear modulus and ν Poisson's ratio. The program solves the free sphere symbolically and asserts the ratio, then asserts it again with radial finite elements for five Poisson ratios between −0.3 and 0.45. A three-dimensional finite-element box with an off-centre defect tests the free-body volume for an isotropic and a uniaxial dipole, and the same box as a periodic supercell tests the fixed-cell pressure and the relaxed volume. Surface quadrature of a field built from Kelvin's point-force solution tests the infinite-medium flux and its solid-angle formula for a uniaxial dipole. For μ = 50 GPa, ν = 0.3 and P = 10 eV the output shows 9.155 Å³ in the infinite medium and 14.789 Å³ for the free body, a factor of 1.6154. For the uniaxial dipole of equal trace, the flux through a centred 60 × 40 × 40 Å box is 5.469 Å³, so the factor does not carry over to that surface.

## Verification by program

```python
"""Eshelby's factor for the volume change caused by a point defect.

Result under test: an isotropic force dipole P in an isotropic elastic solid
gives the flux V_inf = P/(lam + 2 mu) through any closed surface around it in
an infinite medium, and the volume change V_free = P/K in a finite body with
a free surface, so that V_free/V_inf = 3(1 - nu)/(1 + nu).
Symbols: mu shear modulus, nu Poisson ratio, lam Lame constant, K bulk
modulus, P dipole strength, R sphere radius, gamma Eshelby's factor.
Internal units: GPa and angstrom, so that P is in GPa angstrom^3.
"""
from itertools import product
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.constants import e as charge
import sympy as sy


def moduli(mu, nu):
    lam = 2 * mu * nu / (1 - 2 * nu)
    return lam, lam + 2 * mu / 3


def eshelby(nu):
    return 3 * (1 - nu) / (1 + nu)


def close(value, target, tol):
    return abs(value - target) <= tol * abs(target)


# ---- symbolic solution of the free sphere, from the stress definition ----
r, R, c, a, m, n = sy.symbols("r R c a m n", positive=True)
lam_s = 2 * m * n / (1 - 2 * n)
u_s = c / r**2 + a * r
div_s = sy.diff(u_s, r) + 2 * u_s / r
s_rr = lam_s * div_s + 2 * m * sy.diff(u_s, r)
s_tt = lam_s * div_s + 2 * m * u_s / r
assert sy.simplify(sy.diff(s_rr, r) + 2 * (s_rr - s_tt) / r) == 0
a_free = sy.solve(s_rr.subs(r, R), a)[0]
ratio_s = (4 * sy.pi * R**2 * u_s.subs(r, R).subs(a, a_free)) / (4 * sy.pi * c)
assert sy.simplify(ratio_s - 3 * (1 - n) / (1 + n)) == 0


# ---- radial finite elements with a Gaussian-smeared dipole ----
def radial_solution(P, mu, nu, radius, width, infinite):
    """Displacement at 2001 nodes from 0 to radius; free or embedded."""
    lam, _ = moduli(mu, nu)
    x = np.linspace(0, radius, 2001)
    if infinite:  # surrounding medium, clamped very far away
        x = np.concatenate([x, np.geomspace(radius, 50 * radius, 2001)[1:]])
    h = np.diff(x)
    D = np.array([[lam + 2 * mu, 2 * lam], [2 * lam, 4 * (lam + mu)]])
    ke = np.zeros((len(h), 2, 2))
    fe = np.zeros((len(h), 2))
    for t, w in zip(*np.polynomial.legendre.leggauss(4)):
        s = (1 + t) / 2
        rad = x[:-1] + s * h
        shape = np.array([1 - s, s])
        B = np.zeros((len(h), 2, 2))
        B[:, 0, 0], B[:, 0, 1] = -1 / h, 1 / h
        B[:, 1, :] = shape / rad[:, None]
        weight = 4 * np.pi * rad**2 * h * w / 2
        ke += weight[:, None, None] * np.einsum("epi,pq,eqj->eij", B, D, B)
        gauss = np.exp(-rad**2 / (2 * width**2)) / (2 * np.pi * width**2)**1.5
        fe += (weight * P * rad / width**2 * gauss)[:, None] * shape
    N = len(x)
    diag, load = np.zeros(N), np.zeros(N)
    diag[:-1] += ke[:, 0, 0]
    diag[1:] += ke[:, 1, 1]
    load[:-1] += fe[:, 0]
    load[1:] += fe[:, 1]
    A = sp.diags([ke[:, 0, 1], diag, ke[:, 0, 1]], [-1, 0, 1]).tocsc()
    last = N - 1 if infinite else N
    u = np.zeros(N)
    u[1:last] = spsolve(A[1:last, 1:last], load[1:last])
    return x[:2001], u[:2001]


# ---- worked example ----
mu, nu, P_eV = 50.0, 0.3, 10.0
P = P_eV * charge * 1e30 / 1e9
lam, K = moduli(mu, nu)
M = lam + 2 * mu
gamma = eshelby(nu)
V_inf, V_free = P / M, P / K
assert close(V_free / V_inf, gamma, 1e-12)
print(f"shear modulus mu = {mu:.1f} GPa, Poisson ratio nu = {nu:.2f}")
print(f"Lame constant lambda = {lam:.2f} GPa")
print(f"bulk modulus K = {K:.2f} GPa")
print(f"lambda + 2 mu = {M:.2f} GPa")
print(f"dipole P = {P_eV:.1f} eV = {P:.2f} GPa A^3")
print(f"Eshelby factor gamma = {gamma:.4f}")
print(f"field strength c = {V_inf / (4 * np.pi):.4f} A^3")
print(f"V_inf = P/(lambda+2mu) = {V_inf:.3f} A^3")
print(f"V_free = P/K = {V_free:.3f} A^3")
print(f"image part V_free - V_inf = {V_free - V_inf:.3f} A^3")

print("radial finite elements, dipole smeared over 5 A:")
for radius in (50.0, 100.0):
    x, u_free = radial_solution(P, mu, nu, radius, 5.0, False)
    _, u_inf = radial_solution(P, mu, nu, radius, 5.0, True)
    num_free = 4 * np.pi * radius**2 * u_free[-1]
    num_inf = 4 * np.pi * radius**2 * u_inf[-1]
    assert close(num_free, V_free, 3e-4) and close(num_inf, V_inf, 3e-4)
    image = 3 * (u_free - u_inf)[1:] / x[1:]
    formula = 4 * mu * V_inf / (4 * np.pi) / (K * radius**3)
    # the image dilatation is uniform, also inside the smeared core
    assert np.allclose(image[200:], formula, rtol=2e-3, atol=0)
    print(f" R = {radius:.0f} A: V_inf {num_inf:.3f}, V_free {num_free:.3f} A^3")
    print(f"  image dilatation {image[-1]:.3e} (formula {formula:.3e})")
    if radius == 50.0:
        for i in (1200, 1600, 2000):
            flux = 4 * np.pi * x[i]**2 * u_free[i]
            law = V_inf * (1 + (gamma - 1) * (x[i] / radius)**3)
            assert close(flux, law, 3e-4)
            print(f"  flux at r = {x[i]:.0f} A: {flux:.3f} A^3 (law {law:.3f})")

print("ratio V_free/V_inf from radial finite elements:")
for nu_t in (-0.3, 0.0, 0.15, 0.3, 0.45):
    _, uf = radial_solution(P, mu, nu_t, 50.0, 5.0, False)
    _, ui = radial_solution(P, mu, nu_t, 50.0, 5.0, True)
    ratio = uf[-1] / ui[-1]
    assert close(ratio, eshelby(nu_t), 5e-4)
    print(f" nu = {nu_t:5.2f}: {ratio:.4f} (formula {eshelby(nu_t):.4f})")

# ---- three-dimensional finite elements: a box of trilinear cubes ----
cells = np.array([12, 8, 8])
h = 5.0
edges = h * cells
volume = edges.prod()
pts = cells + 1
grid = np.indices(pts).reshape(3, -1).T
corners = np.array(list(product((0, 1), repeat=3)))
origin = np.indices(cells).reshape(3, -1).T
conn = np.ravel_multi_index(
    tuple(np.moveaxis(origin[:, None, :] + corners, -1, 0)), tuple(pts))
ke = np.zeros((8, 3, 8, 3))
for g in product((0.5 - 0.5 / 3**0.5, 0.5 + 0.5 / 3**0.5), repeat=3):
    factors = np.where(corners == 1, g, 1 - np.array(g))
    G = np.zeros((8, 3))
    for k in range(3):
        others = np.delete(factors, k, axis=1).prod(axis=1)
        G[:, k] = (2 * corners[:, k] - 1) * others / h
    ke += h**3 / 8 * (lam * np.einsum("ci,dj->cidj", G, G)
                      + mu * np.einsum("cj,di->cidj", G, G)
                      + mu * np.einsum("ck,dk,ij->cidj", G, G, np.eye(3)))
dofs = (3 * conn[:, :, None] + np.arange(3)).reshape(len(conn), 24)
rows = np.repeat(dofs, 24, axis=1).ravel()
cols = np.tile(dofs, (1, 24)).ravel()
ndof = 3 * len(grid)
stiff = sp.coo_matrix((np.tile(ke.ravel(), len(conn)), (rows, cols)),
                      shape=(ndof, ndof)).tocsr()


def node(idx):
    return np.ravel_multi_index(tuple(idx), tuple(pts))


site = np.array([3, 5, 2])


def dipole_load(P_diag):
    F = np.zeros(ndof)
    for k in range(3):
        step = np.eye(3, dtype=int)[k]
        F[3 * node(site + step) + k] += P_diag[k] / (2 * h)
        F[3 * node(site - step) + k] -= P_diag[k] / (2 * h)
    return F


def surface_flux(u):
    """Outward displacement integrated over the six faces of the box."""
    u = u.reshape(-1, 3)
    half = np.where((grid == 0) | (grid == cells), 0.5, 1.0)
    total = 0.0
    for k in range(3):
        area = h**2 * np.delete(half, k, axis=1).prod(axis=1)
        sign = (grid[:, k] == cells[k]) * 1.0 - (grid[:, k] == 0) * 1.0
        total += np.sum(sign * area * u[:, k])
    return total


first = node((0, 0, 0))
along_x, along_y = node((cells[0], 0, 0)), node((0, cells[1], 0))
pins = [3 * first, 3 * first + 1, 3 * first + 2,
        3 * along_x + 1, 3 * along_x + 2, 3 * along_y + 2]
keep = np.setdiff1d(np.arange(ndof), pins)  # removes rigid motion only


def free_box(P_diag):
    u = np.zeros(ndof)
    u[keep] = spsolve(stiff[keep][:, keep].tocsc(), dipole_load(P_diag)[keep])
    return surface_flux(u)


iso, uniaxial = np.array([P, P, P]), np.array([3 * P, 0.0, 0.0])
box_iso, box_uni = free_box(iso), free_box(uniaxial)
assert close(box_iso, V_free, 1e-7) and close(box_uni, V_free, 1e-7)
print(f"box {edges[0]:.0f} x {edges[1]:.0f} x {edges[2]:.0f} A, free faces,")
print(f" defect at ({site[0]*h:.0f}, {site[1]*h:.0f}, {site[2]*h:.0f}) A:")
print(f" V_free, isotropic dipole = {box_iso:.3f} A^3")
print(f" V_free, uniaxial dipole of equal trace = {box_uni:.3f} A^3")

# ---- the same box as a periodic supercell ----
image_node = np.ravel_multi_index(tuple((grid % cells).T), tuple(cells))
per_cols = (3 * image_node[:, None] + np.arange(3)).ravel()
T_per = sp.csr_matrix((np.ones(ndof), (np.arange(ndof), per_cols)),
                      shape=(ndof, 3 * cells.prod()))[:, 3:]
xyz = h * grid.astype(float)
strain_cols = []
for i, j in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)):
    v = np.zeros_like(xyz)
    v[:, i] = xyz[:, j]
    if i != j:
        v[:, j] = xyz[:, i]
    strain_cols.append(v.ravel())
T_all = sp.hstack([T_per, sp.csr_matrix(np.array(strain_cols).T)]).tocsr()
load = dipole_load(iso)
q = spsolve((T_per.T @ stiff @ T_per).tocsc(), T_per.T @ load)
u_fixed = T_per @ q
pressure = -(xyz.ravel() / 3) @ (stiff @ u_fixed - load) / volume
q = spsolve((T_all.T @ stiff @ T_all).tocsc(), T_all.T @ load)
V_cell = volume * q[-6:-3].sum()
assert close(pressure, P / volume, 1e-7)
assert close(V_cell, V_free, 1e-7)
print(f"periodic supercell of the same size, V = {volume:.0f} A^3:")
print(f" pressure at fixed cell = {pressure:.5f} GPa (P/V {P/volume:.5f})")
print(f" pV/K = {pressure * volume / K:.3f} A^3")
print(f" volume change of relaxed cell = {V_cell:.3f} A^3")


# ---- infinite medium: dipole field from Kelvin's point-force solution ----
def kelvin(x):
    d = np.linalg.norm(x, axis=-1)[..., None, None]
    outer = x[..., :, None] * x[..., None, :]
    return ((3 - 4 * nu) * np.eye(3) + outer / d**2) / (
        16 * np.pi * mu * (1 - nu) * d)


def dipole_field(x, P_diag, step=0.02):
    u = np.zeros_like(x)
    for k in range(3):
        s = step * np.eye(3)[k]
        diff = kelvin(x - s) - kelvin(x + s)
        u += P_diag[k] * diff[..., :, k] / (2 * step)
    return u


def box_flux(P_diag, position):
    """Flux through the box faces and the solid angles of the face pairs."""
    t, w = np.polynomial.legendre.leggauss(48)
    total, angles = 0.0, np.zeros(3)
    for k in range(3):
        i, j = [b for b in range(3) if b != k]
        yi, yj = np.meshgrid(edges[i] * (1 + t) / 2, edges[j] * (1 + t) / 2,
                             indexing="ij")
        weight = np.outer(w, w) * edges[i] * edges[j] / 4
        for sign, level in ((-1, 0.0), (1, edges[k])):
            x = np.zeros(yi.shape + (3,))
            x[..., i], x[..., j], x[..., k] = yi, yj, level
            x -= position
            total += sign * np.sum(weight * dipole_field(x, P_diag)[..., k])
            d = np.linalg.norm(x, axis=-1)
            angles[k] += sign * np.sum(weight * x[..., k] / d**3)
    return total, angles


def sphere_flux(P_diag, radius):
    t, w = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(48) / 48
    ct, ph = np.meshgrid(t, phi, indexing="ij")
    st = np.sqrt(1 - ct**2)
    normal = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)
    un = np.sum(dipole_field(radius * normal, P_diag) * normal, axis=-1)
    return radius**2 * np.sum(w[:, None] * un) * 2 * np.pi / 48


off_iso, _ = box_flux(iso, site * h)
mid_uni, angles = box_flux(uniaxial, edges / 2)
off_uni, angles_off = box_flux(uniaxial, site * h)
ball_uni = sphere_flux(uniaxial, 20.0)
assert close(off_iso, V_inf, 1e-4)
assert close(ball_uni, V_inf, 1e-4)
assert close(mid_uni, uniaxial @ angles / (4 * np.pi * M), 1e-4)
assert close(off_uni, uniaxial @ angles_off / (4 * np.pi * M), 1e-4)
assert abs(mid_uni / V_inf - 1) > 0.1  # no surface-independent value
print("infinite medium, flux of the Kelvin dipole field:")
print(f" isotropic, box surface, off-centre = {off_iso:.3f} A^3")
print(f" uniaxial, centred sphere = {ball_uni:.3f} A^3")
print(f" uniaxial, box surface, defect at centre = {mid_uni:.3f} A^3")
print(f"  solid-angle fraction of the x faces = {angles[0]/(4*np.pi):.4f}")
print(f"  V_free/flux for this box = {box_uni / mid_uni:.3f}")
print("no test failed")
```

Printed output:

```
shear modulus mu = 50.0 GPa, Poisson ratio nu = 0.30
Lame constant lambda = 75.00 GPa
bulk modulus K = 108.33 GPa
lambda + 2 mu = 175.00 GPa
dipole P = 10.0 eV = 1602.18 GPa A^3
Eshelby factor gamma = 1.6154
field strength c = 0.7286 A^3
V_inf = P/(lambda+2mu) = 9.155 A^3
V_free = P/K = 14.789 A^3
image part V_free - V_inf = 5.634 A^3
radial finite elements, dipole smeared over 5 A:
 R = 50 A: V_inf 9.155, V_free 14.789 A^3
  image dilatation 1.076e-05 (formula 1.076e-05)
  flux at r = 30 A: 10.372 A^3 (law 10.372)
  flux at r = 40 A: 12.040 A^3 (law 12.040)
  flux at r = 50 A: 14.789 A^3 (law 14.789)
 R = 100 A: V_inf 9.155, V_free 14.789 A^3
  image dilatation 1.345e-06 (formula 1.345e-06)
ratio V_free/V_inf from radial finite elements:
 nu = -0.30: 5.5715 (formula 5.5714)
 nu =  0.00: 3.0000 (formula 3.0000)
 nu =  0.15: 2.2174 (formula 2.2174)
 nu =  0.30: 1.6154 (formula 1.6154)
 nu =  0.45: 1.1379 (formula 1.1379)
box 60 x 40 x 40 A, free faces,
 defect at (15, 25, 10) A:
 V_free, isotropic dipole = 14.789 A^3
 V_free, uniaxial dipole of equal trace = 14.789 A^3
periodic supercell of the same size, V = 96000 A^3:
 pressure at fixed cell = 0.01669 GPa (P/V 0.01669)
 pV/K = 14.789 A^3
 volume change of relaxed cell = 14.789 A^3
infinite medium, flux of the Kelvin dipole field:
 isotropic, box surface, off-centre = 9.155 A^3
 uniaxial, centred sphere = 9.155 A^3
 uniaxial, box surface, defect at centre = 5.469 A^3
  solid-angle fraction of the x faces = 0.1991
  V_free/flux for this box = 2.704
no test failed
```
